# Ring exchange factors in a cylindrical hole from coaxial-disc view factors: verification in Python

```python
# RESULT UNDER TEST: exchange factors between rings of a cylindrical hole,
# obtained by differencing the view factor F of equal coaxial discs:
#   K_m = [F((m-1)h) - 2F(mh) + F((m+1)h)]/(2h),  K_0 = 1 - [1 - F(h)]/h
# Lengths are in units of the hole radius R; h = ring width, m = ring offset.
# Surfaces are ordered: top opening, rings from top to bottom, bottom disc.
# phi = incident flux divided by the flux J0 entering the top opening.
# s = sticking probability per hit, theta = fraction of sites filled.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import toeplitz


def disc_factor(x):
    return (2 / (x + np.sqrt(x * x + 4)))**2


def exchange_matrix(length, n):
    h = length / n
    F = disc_factor(h * np.arange(n + 1))
    ring = np.empty(n)
    ring[0] = 1 - (1 - F[1]) / h
    ring[1:] = (F[:-2] - 2 * F[1:-1] + F[2:]) / (2 * h)
    f = F[:-1] - F[1:]
    P = np.zeros((n + 2, n + 2))
    P[1:-1, 1:-1] = toeplitz(ring)
    P[0, 1:-1], P[-1, 1:-1] = f, f[::-1]
    P[1:-1, 0], P[1:-1, -1] = f / (2 * h), f[::-1] / (2 * h)
    P[0, -1] = P[-1, 0] = F[-1]
    areas = np.r_[1.0, np.full(n, 2 * h), 1.0]   # in units of the opening
    return P, areas


def solve_flux(P, areas, stick):
    # stick lists the rings and then the bottom disc
    emit = 1 - stick
    phi = np.linalg.solve(np.eye(len(stick)) - P[1:, 1:] * emit, P[1:, 0])
    returned = np.sum(areas[1:] * emit * phi * P[1:, 0])
    captured = np.sum(areas[1:] * stick * phi)
    return phi, returned, captured


def trace(length, s_wall, s_bottom, mirror, count, rng):
    # Free-flight particle tracing. Columns: hits in four wall quarters,
    # hits on the bottom, total path length.
    record = np.zeros((count, 6))
    who = np.arange(count)
    r = np.sqrt(rng.random(count))
    pos = np.array([r, 0 * r, 0 * r])

    def cosine_law(size):
        c2 = rng.random(size)
        a = 2 * np.pi * rng.random(size)
        s = np.sqrt(1 - c2)
        return np.sqrt(c2), s * np.cos(a), s * np.sin(a)

    c, p, q = cosine_law(count)
    d = np.array([p, q, c])
    while who.size:
        x, y, z = pos
        A = d[0]**2 + d[1]**2
        B = x * d[0] + y * d[1]
        C = np.minimum(x * x + y * y - 1, 0)
        t = (-B + np.sqrt(B * B - A * C)) / A
        znew = z + t * d[2]
        out, low = znew < 0, znew > length
        with np.errstate(divide="ignore", invalid="ignore"):
            t = np.where(out, -z / d[2], np.where(low, (length - z) / d[2], t))
        record[who, 5] += t
        pos = pos + t * d
        keep = ~out
        who, pos, d, low = who[keep], pos[:, keep], d[:, keep], low[keep]
        quarter = np.clip((4 * pos[2] / length).astype(int), 0, 3)
        record[who, np.where(low, 4, quarter)] += 1
        keep = rng.random(who.size) >= np.where(low, s_bottom, s_wall)
        who, pos, d, low = who[keep], pos[:, keep], d[:, keep], low[keep]
        if not who.size:
            break
        pos[2, low] = length
        wall = ~low
        pos[:2, wall] /= np.hypot(pos[0, wall], pos[1, wall])
        x, y = pos[0], pos[1]
        zero, one = np.zeros(who.size), np.ones(who.size)
        normal = np.where(low, [zero, zero, -one], [-x, -y, zero])
        side1 = np.where(low, [one, zero, zero], [-y, x, zero])
        side2 = np.where(low, [zero, one, zero], [zero, zero, one])
        c, p, q = cosine_law(who.size)
        diffuse = c * normal + p * side1 + q * side2
        if mirror > 0:
            specular = d - 2 * np.sum(d * normal, axis=0) * normal
            d = np.where(rng.random(who.size) < mirror, specular, diffuse)
        else:
            d = diffuse
    return record


def mean_error(values):
    return values.mean(axis=0), values.std(axis=0) / np.sqrt(len(values))


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (a + b) / 2 + (b - a) / 2 * x, (b - a) / 2 * w


rng = np.random.default_rng(12345)

# ---- view factors from their surface-integral definitions
r, wr = gauss(0, 1, 30)
angle = 2 * np.pi * np.arange(64) / 64
dang = 2 * np.pi / 64
gap = 1.5
dist2 = (gap**2 + r[:, None, None]**2 + r[None, :, None]**2
         - 2 * r[:, None, None] * r[None, :, None] * np.cos(angle))
disc_def = 2 * np.einsum("i,j,ijk->", wr * r, wr * r,
                         gap**2 / (np.pi * dist2**2)) * dang
assert abs(disc_def - disc_factor(gap)) < 1e-10


def kernel_definition(z):
    def integrand(a):
        v = 2 * np.sin(a / 2)**2        # 1 - cos(a) without cancellation
        return (v / (2 * v + z * z))**2
    return 2 / np.pi * quad(integrand, 0, np.pi, epsabs=1e-10, limit=200)[0]


def ring_definition(m, h):
    def weighted(u):
        return (h - abs(u)) * kernel_definition(abs(m * h + u)) / h
    return sum(quad(weighted, a, b, epsabs=1e-8, epsrel=1e-8)[0]
               for a, b in ((-h, 0), (0, h)))


h_test = 0.5
P5, _ = exchange_matrix(5 * h_test, 5)
ring_def = [ring_definition(m, h_test) for m in range(3)]
assert np.allclose(ring_def, P5[3, 3:6], atol=1e-6, rtol=0)
zz, wz = gauss(2 * h_test, 3 * h_test, 12)
Z, RR, AA = zz[:, None, None], r[None, :, None], angle[None, None, :]
end_integrand = ((1 - RR * np.cos(AA)) * Z
                 / (np.pi * (1 + RR**2 - 2 * RR * np.cos(AA) + Z**2)**2))
end_def = np.einsum("i,j,ijk->", wz, wr * r, end_integrand) * dang / h_test
assert abs(end_def - P5[3, 0]) < 1e-9
row_def = ring_def[0] + 2 * ring_def[1] + 2 * ring_def[2] + 2 * end_def
assert abs(row_def - 1) < 3e-6

# ---- cancellation in the expanded form of F, far down a long hole
mp.mp.dps = 50
h_far = 0.125


def expanded(x):
    return 1 + x * x / 2 - x * np.sqrt(x * x + 4) / 2


def expanded_mp(x):
    return 1 + x * x / 2 - x * mp.sqrt(x * x + 4) / 2


error_stable = error_expanded = 0.0
for m in range(1990, 2001):
    xs = [h_far * (m + k) for k in (-1, 0, 1)]
    ref = [expanded_mp(mp.mpf(x)) for x in xs]
    exact = float(ref[0] - 2 * ref[1] + ref[2])
    st = [disc_factor(x) for x in xs]
    ex = [expanded(x) for x in xs]
    error_stable = max(error_stable, abs((st[0] - 2*st[1] + st[2])/exact - 1))
    error_expanded = max(error_expanded,
                         abs((ex[0] - 2*ex[1] + ex[2])/exact - 1))
assert error_stable < 1e-7 and error_expanded > 1e-2

# ---- open hole of length 2R: refinement and particle tracing
ring_numbers = [2, 4, 8, 16, 32, 64, 128]
transmission = []
for n in ring_numbers:
    P, areas = exchange_matrix(2.0, n)
    phi, back, caught = solve_flux(P, areas, np.r_[np.zeros(n), 1.0])
    assert abs(back + phi[-1] - 1) < 1e-11
    transmission.append(phi[-1])
steps = np.diff(transmission)
assert np.all(steps < 0)
ratios = steps[:-1] / steps[1:]
assert np.all((ratios[-2:] > 3.3) & (ratios[-2:] < 4.7))
limit = transmission[-1] + steps[-1] / 3
open_mean, open_err = mean_error(trace(2.0, 0.0, 1.0, 0.0, 300000, rng)[:, 4])
assert abs(open_mean - limit) < 5 * open_err

# ---- blind hole without sticking: hits and path length
closed = trace(4.0, 0.0, 0.0, 0.0, 50000, rng)
hit_mean, hit_err = mean_error(closed[:, :4].sum(axis=1))
path_mean, path_err = mean_error(closed[:, 5])
assert abs(hit_mean - 2 * 4.0) < 5 * hit_err
assert abs(path_mean - 4 * 4.0) < 5 * path_err

# ---- worked example: WF6 in a blind contact hole (rough process values)
radius_nm, depth_nm, temperature = 50.0, 1000.0, 573.0
p_wf6, p_total = 0.1, 5.0               # Torr
s0, sites = 0.02, 10.0                 # sticking; sites per nm^2
mass_u, carrier_u, collision_nm = 297.83, 28.01, 0.45
film_nm, mirror_fraction = 10.0, 0.10
length, rings = depth_nm / radius_nm, 100
P, areas = exchange_matrix(length, rings)
row_defect = np.max(np.abs(P.sum(axis=1) - 1))
assert row_defect < 1e-12 and P.min() >= 0
assert np.allclose(areas[:, None] * P, (areas[:, None] * P).T, atol=1e-13)
equilibrium = solve_flux(P, areas, np.zeros(rings + 1))[0]
assert np.max(np.abs(equilibrium - 1)) < 1e-9
phi, returned, captured = solve_flux(P, areas, np.full(rings + 1, s0))
assert abs(returned + captured - 1) < 1e-11
P2, areas2 = exchange_matrix(length, 2 * rings)
phi_fine = solve_flux(P2, areas2, np.full(2 * rings + 1, s0))[0]
assert abs(phi_fine[-1] / phi[-1] - 1) < 3e-3

quarters = phi[:-1].reshape(4, -1).mean(axis=1)
to_flux = np.r_[np.full(4, 2 / length), 1.0]
tm, te = mean_error(trace(length, s0, s0, 0.0, 150000, rng)[:, :5] * to_flux)
assert np.all(np.abs(tm - np.r_[quarters, phi[-1]]) < 5 * te)
sm, se = mean_error(trace(length, s0, s0, mirror_fraction, 150000, rng)[:, 4])
assert sm - phi[-1] > 3 * se

# ---- rival scheme: kernel sampled at ring centres on a coarse grid
coarse = 40
hc = length / coarse
zc = hc * (np.arange(coarse) + 0.5)


def kernel(x):
    return 0.5 * (1 - x * (x * x + 6) / (x * x + 4)**1.5)


def to_end(x):
    return 0.5 * ((x * x + 2) / np.sqrt(x * x + 4) - x)


assert abs(kernel(0.7) - kernel_definition(0.7)) < 1e-8
Pc, ac = exchange_matrix(length, coarse)
Ps = Pc.copy()
Ps[1:-1, 1:-1] = hc * kernel(np.abs(zc[:, None] - zc))
Ps[1:-1, 0], Ps[1:-1, -1] = to_end(zc), to_end(length - zc)
Ps[0, 1:-1], Ps[-1, 1:-1] = 2 * hc * Ps[1:-1, 0], 2 * hc * Ps[1:-1, -1]
sampled_row = Ps[coarse // 2].sum()
phi_s, back_s, caught_s = solve_flux(Ps, ac, np.full(coarse + 1, s0))
phi_c, back_c, caught_c = solve_flux(Pc, ac, np.full(coarse + 1, s0))
assert abs(back_s + caught_s - 1) > 0.05
assert abs(phi_c[-1] - phi_fine[-1]) < 0.2 * abs(phi_s[-1] - phi_fine[-1])


# ---- filling of the sites; time unit is sites/(s0*J0)
def exposure(n):
    Pn, an = exchange_matrix(length, n)

    def rate(tau, state):
        free = 1 - state[:-1]
        flux, back, _ = solve_flux(Pn, an, s0 * free)
        return np.r_[free * flux, (1 - back) / s0]

    def bottom_full(tau, state):
        return state[n] - 0.95
    bottom_full.terminal = True
    run = solve_ivp(rate, (0, 100), np.zeros(n + 2), events=bottom_full,
                    rtol=1e-6, atol=1e-8)
    assert len(run.t_events[0]) == 1
    final = run.y_events[0][0]
    assert abs(np.sum(an[1:] * final[:-1]) / final[-1] - 1) < 1e-6
    return run.t_events[0][0], final


tau_hole, final = exposure(80)
tau_half, _ = exposure(40)
assert abs(tau_half / tau_hole - 1) < 0.01
tau_flat = np.log(20)

# ---- gas kinetics and neglected effects
kT = const.k * temperature
mass = mass_u * const.atomic_mass
pressure = p_wf6 * const.torr
J0 = pressure / np.sqrt(2 * np.pi * mass * kT)
mean_speed = np.sqrt(8 * kT / (np.pi * mass))
thermal = np.sqrt(kT / mass)
one_way = quad(lambda v: v * np.exp(-v*v/2) / np.sqrt(2*np.pi), 0, 12)[0]
assert abs(J0 / (pressure / kT * thermal * one_way) - 1) < 1e-8
mass_factor = np.sqrt(1 + mass_u / carrier_u)
v1 = rng.normal(size=(200000, 3))
v2 = rng.normal(size=(200000, 3)) * np.sqrt(mass_u / carrier_u)
speed_ratio = (np.linalg.norm(v1 - v2, axis=1).mean()
               / np.linalg.norm(v1, axis=1).mean())
assert abs(speed_ratio / mass_factor - 1) < 0.01
free_path_nm = 1e9 * kT / (p_total * const.torr * np.pi
                           * (collision_nm * 1e-9)**2 * mass_factor)
flight_nm = radius_nm * 4 * length / (2 * length + 2)
time_unit_ms = 1e3 * sites * 1e18 / (s0 * J0)
residence_ms = 1e3 * 4 * depth_nm * 1e-9 / mean_speed
wavelength_nm = 1e9 * const.h / np.sqrt(2 * np.pi * mass * kT)
narrow = (depth_nm - film_nm) / (radius_nm - film_nm)
Pn, an = exchange_matrix(narrow, rings)
phi_narrow = solve_flux(Pn, an, np.full(rings + 1, s0))[0][-1]
assert free_path_nm > 10 * 2 * radius_nm
assert residence_ms < 0.01 * time_unit_ms

# ---- printed numbers
P_hand, _ = exchange_matrix(2.0, 2)
print(f"Disc factor F(1.5R): {disc_factor(gap):.6f}, integral {disc_def:.6f}")
print(f"Ring width 0.5R, K0 K1 K2: {P5[3,3]:.6f} {P5[3,4]:.6f} {P5[3,5]:.6f}")
print("  same from surface integrals: "
      + " ".join(f"{v:.6f}" for v in ring_def))
print(f"  middle of 5 rings to one end: {P5[3,0]:.6f}, integral {end_def:.6f}")
print(f"  row sum from integrals alone: {row_def:.6f}")
print(f"Far rings (250R), relative error, stable F: {error_stable:.1e}")
print(f"  relative error, expanded F: {error_expanded:.1e}")
print(f"Hole L=2R, 2 rings: F(R)={disc_factor(1.0):.6f}"
      f" F(2R)={disc_factor(2.0):.6f}")
print(f"  K0={P_hand[1,1]:.6f} K1={P_hand[1,2]:.6f}")
print(f"  ring 1 to top {P_hand[1,0]:.6f}, to bottom {P_hand[1,3]:.6f}")
for n, w in zip(ring_numbers, transmission):
    print(f"  transmission, {n:3d} rings: {w:.6f}")
print(f"  last two step ratios: {ratios[-2]:.3f} {ratios[-1]:.3f}")
print(f"  extrapolated: {limit:.6f}; traced: {open_mean:.4f} +- {open_err:.4f}")
print(f"Blind hole L=4R, s=0: wall hits {hit_mean:.2f} +- {hit_err:.2f}")
print(f"  path {path_mean:.2f} +- {path_err:.2f} R")
print(f"Example: radius {radius_nm:.0f} nm, depth {depth_nm:.0f} nm,"
      f" {rings} rings")
print(f"  temperature {temperature:.0f} K, kT = {kT/const.e:.4f} eV")
print(f"  WF6 {p_wf6} Torr, total {p_total} Torr, sticking {s0}")
print(f"  WF6 mass {mass_u} u, N2 mass {carrier_u} u")
print(f"  sites {sites:.0f} per nm^2, collision diameter {collision_nm} nm")
print(f"  K0 K1 K2: {P[50,50]:.6f} {P[50,51]:.6f} {P[50,52]:.6f}")
print(f"  largest row-sum defect: {row_defect:.1e}")
print(f"  relative flux, first ring {phi[0]:.4f}, bottom {phi[-1]:.4f}")
print(f"  bottom flux with {2*rings} rings: {phi_fine[-1]:.4f}")
for i in range(4):
    print(f"  wall quarter {i+1}: {quarters[i]:.4f};"
          f" traced {tm[i]:.4f} +- {te[i]:.4f}")
print(f"  bottom traced: {tm[4]:.4f} +- {te[4]:.4f}")
print(f"  captured {captured:.4f}, returned {returned:.4f},"
      f" sum {captured+returned:.6f}")
print(f"Coarse grid, {coarse} rings: sampled mid-row sum {sampled_row:.5f}")
print(f"  sampled: ledger {back_s+caught_s:.4f}, bottom {phi_s[-1]:.4f}")
print(f"  differenced: ledger {back_c+caught_c:.4f}, bottom {phi_c[-1]:.4f}")
print(f"Entering flux J0: {J0*1e-18:.4e} per nm^2 per s")
print(f"Time unit sites/(s0 J0): {time_unit_ms:.3f} ms")
print(f"95% coverage, flat: {tau_flat:.3f} units, {tau_flat*time_unit_ms:.2f} ms")
print(f"95% coverage, bottom: {tau_hole:.3f} units,"
      f" {tau_hole*time_unit_ms:.2f} ms")
print(f"  first-ring coverage then: {final[0]:.4f}")
print(f"Mean free path {free_path_nm:.0f} nm, mean flight {flight_nm:.1f} nm")
print(f"  flights with a gas collision: about {100*flight_nm/free_path_nm:.1f} %")
print(f"Bottom flux, {100*mirror_fraction:.0f}% specular: {sm:.4f} +- {se:.4f}")
print(f"Bottom flux after {film_nm:.0f} nm film: {phi_narrow:.4f}")
print(f"Mean speed {mean_speed:.1f} m/s, residence (s=0) {residence_ms:.2e} ms")
print(f"Thermal wavelength: {wavelength_nm:.5f} nm")
print("all good")
```

It prints:

```
Disc factor F(1.5R): 0.250000, integral 0.250000
Ring width 0.5R, K0 K1 K2: 0.219224 0.162742 0.095680
  same from surface integrals: 0.219224 0.162742 0.095680
  middle of 5 rings to one end: 0.131966, integral 0.131966
  row sum from integrals alone: 1.000000
Far rings (250R), relative error, stable F: 5.1e-10
  relative error, expanded F: 3.6e-01
Hole L=2R, 2 rings: F(R)=0.381966 F(2R)=0.171573
  K0=0.381966 K1=0.203820
  ring 1 to top 0.309017, to bottom 0.105197
  transmission,   2 rings: 0.535239
  transmission,   4 rings: 0.519692
  transmission,   8 rings: 0.515609
  transmission,  16 rings: 0.514576
  transmission,  32 rings: 0.514317
  transmission,  64 rings: 0.514252
  transmission, 128 rings: 0.514236
  last two step ratios: 3.997 3.999
  extrapolated: 0.514231; traced: 0.5142 +- 0.0009
Blind hole L=4R, s=0: wall hits 8.07 +- 0.04
  path 16.13 +- 0.08 R
Example: radius 50 nm, depth 1000 nm, 100 rings
  temperature 573 K, kT = 0.0494 eV
  WF6 0.1 Torr, total 5.0 Torr, sticking 0.02
  WF6 mass 297.83 u, N2 mass 28.01 u
  sites 10 per nm^2, collision diameter 0.45 nm
  K0 K1 K2: 0.095012 0.085184 0.071068
  largest row-sum defect: 2.2e-16
  relative flux, first ring 0.8648, bottom 0.1382
  bottom flux with 200 rings: 0.1379
  wall quarter 1: 0.6312; traced 0.6285 +- 0.0019
  wall quarter 2: 0.3349; traced 0.3327 +- 0.0022
  wall quarter 3: 0.1967; traced 0.1946 +- 0.0019
  wall quarter 4: 0.1414; traced 0.1406 +- 0.0019
  bottom traced: 0.1373 +- 0.0023
  captured 0.2636, returned 0.7364, sum 1.000000
Coarse grid, 40 rings: sampled mid-row sum 1.01571
  sampled: ledger 1.3857, bottom 0.4603
  differenced: ledger 1.0000, bottom 0.1403
Entering flux J0: 8.5033e+04 per nm^2 per s
Time unit sites/(s0 J0): 5.880 ms
95% coverage, flat: 2.996 units, 17.62 ms
95% coverage, bottom: 6.671 units, 39.23 ms
  first-ring coverage then: 0.9981
Mean free path 5469 nm, mean flight 95.2 nm
  flights with a gas collision: about 1.7 %
Bottom flux, 10% specular: 0.1672 +- 0.0024
Bottom flux after 10 nm film: 0.0807
Mean speed 201.8 m/s, residence (s=0) 1.98e-05 ms
Thermal wavelength: 0.00423 nm
all good
```
